# Probability that an excited emitter's photon leaves through the cavity mirror

**Question**

I have a two-level emitter, initially excited, resonant with one empty cavity mode. The coupling is $g$, the cavity loses energy through one mirror at rate $\kappa$, and the emitter also radiates out of the side at rate $\gamma$. I want the probability $P$ that the photon eventually comes out through the mirror.

For a very lossy cavity I can do it. I set $\dot c_c=0$ in the equation for the cavity amplitude, find that the emitter decays into the cavity at the rate $4g^2/\kappa$, and compare this with $\gamma$. But I need $P$ for arbitrary $g$, $\kappa$ and $\gamma$, including the case where the excitation swings back and forth. Solving for the amplitudes and integrating their squares gives me a mess of complex exponentials, with separate cases for real and complex roots. Is there a closed result, and a cleaner way to it?

**Answer**

There is. You need only the time integrals of the populations, and these obey linear algebraic equations, so the amplitudes never have to be solved for.

**Equations and conventions**

In the rotating-wave approximation, and in the frame rotating at the common resonance frequency, the coupling is

$$H=\hbar g\left(|e,0\rangle\langle g,1|+|g,1\rangle\langle e,0|\right).$$

Without losses the two eigenfrequencies are $\pm g$, so the splitting is $2g$. Let $c_e$ and $c_c$ be the amplitudes of $|e,0\rangle$ (emitter excited) and $|g,1\rangle$ (photon in the cavity). Both $\kappa$ and $\gamma$ are decay rates of energy or population, not of amplitude.

The mirror loss comes from coupling the cavity to outside modes of amplitude $b_\omega$, with $\omega$ measured from resonance and a frequency-independent coupling $\sqrt{\kappa/2\pi}$. These modes start empty, so

$$b_\omega(t)=-i\sqrt{\frac{\kappa}{2\pi}}\int_0^t e^{-i\omega(t-t')}c_c(t')\,dt'.$$

The outside modes can also shift the frequencies of the cavity and the emitter, by amounts comparable with the loss rates. We count these shifts as part of the two frequencies, which are equal on resonance. If all rates are far below the optical frequency, $\omega$ may then run from $-\infty$ to $\infty$. Then $\int e^{-i\omega(t-t')}d\omega=2\pi\delta(t-t')$, and the delta function sits at the end of the time interval, where it counts half:

$$\int b_\omega\,d\omega=-i\pi\sqrt{\frac{\kappa}{2\pi}}\;c_c(t).$$

This has two consequences. The back-action on the cavity is $-i\sqrt{\kappa/2\pi}\int b_\omega d\omega=-(\kappa/2)c_c$. The probability outside the mirror grows at the rate

$$\frac{d}{dt}\int|b_\omega|^2d\omega=2\,\mathrm{Re}\left[-i\sqrt{\frac{\kappa}{2\pi}}\,c_c\int b_\omega^*\,d\omega\right]=\kappa|c_c|^2 .$$

The side emission works in the same way with its own set of modes. Hence

$$\dot c_e=-\frac{\gamma}{2}c_e-igc_c,\qquad \dot c_c=-\frac{\kappa}{2}c_c-igc_e,$$

with $c_e(0)=1$ and $c_c(0)=0$, and the quantity you want is

$$P=\kappa B,\qquad B=\int_0^\infty|c_c|^2dt .$$

Define also $A=\int_0^\infty|c_e|^2dt$. Both are times: the mean times that the excitation spends in the cavity and in the emitter.

**From amplitudes to populations**

Let $z=c_e^*c_c$. From $\frac{d}{dt}|c_e|^2=2\,\mathrm{Re}(c_e^*\dot c_e)$ and $2\,\mathrm{Re}(-igz)=2g\,\mathrm{Im}\,z$,

$$\frac{d}{dt}|c_e|^2=-\gamma|c_e|^2-J,\qquad J=-2g\,\mathrm{Im}\,z .$$

For the cavity, $2\,\mathrm{Re}(-igc_c^*c_e)=2g\,\mathrm{Im}(z^*)=J$, so

$$\frac{d}{dt}|c_c|^2=-\kappa|c_c|^2+J .$$

Thus $J$ is the net current of probability from emitter to cavity. It can be negative, which is the swinging back that you mention. The product rule gives

$$\dot z=\left(-\frac{\gamma}{2}c_e^*+igc_c^*\right)c_c+c_e^*\left(-\frac{\kappa}{2}c_c-igc_e\right)
=-\frac{\kappa+\gamma}{2}z-ig\left(|c_e|^2-|c_c|^2\right).$$

**Integrate over all time**

Take $\kappa,\gamma>0$. The total $N=|c_e|^2+|c_c|^2$ obeys $\dot N=-\gamma|c_e|^2-\kappa|c_c|^2\le-\min(\kappa,\gamma)N$, so it dies out at least exponentially. Since $|z|\le N/2$, $z$ dies out too. It also starts at zero, because $c_c(0)=0$. The integral of $\dot z$ therefore vanishes:

$$0=-\frac{\kappa+\gamma}{2}\int_0^\infty z\,dt-ig(A-B)
\quad\Rightarrow\quad \int_0^\infty z\,dt=-\frac{2ig(A-B)}{\kappa+\gamma}.$$

Taking $-2g$ times the imaginary part,

$$\int_0^\infty J\,dt=R(A-B),\qquad R=\frac{4g^2}{\kappa+\gamma}.$$

This looks like a rate equation with hopping rate $R$ in both directions. At a given instant $J$ need not follow the populations in this way, but the time integrals do, for any ratio of $g$ to the losses.

The emitter population goes from 1 to 0 and the cavity population from 0 to 0, so the two population equations integrate to

$$-1=-\gamma A-R(A-B),\qquad 0=-\kappa B+R(A-B).$$

Adding them gives $\gamma A+\kappa B=1$: the photon leaves by one way or the other. The second gives $A=B(\kappa+R)/R$. Substituting this into the sum,

$$1=B\,\frac{\gamma(\kappa+R)+\kappa R}{R}
\quad\Rightarrow\quad
P=\kappa B=\frac{\kappa R}{\kappa\gamma+R(\kappa+\gamma)} .$$

Now insert $R$, using $R(\kappa+\gamma)=4g^2$ in the denominator:

$$P=\frac{4g^2}{\kappa\gamma+4g^2}\cdot\frac{\kappa}{\kappa+\gamma}.$$

With the cooperativity defined as $C=4g^2/(\kappa\gamma)$, dividing the first fraction above and below by $\kappa\gamma$ gives

$$\boxed{P=\frac{C}{1+C}\;\frac{\kappa}{\kappa+\gamma}}$$

The factor 4 in $C$ belongs to the conventions above. If $C$ or the rates are defined differently, the formula changes its appearance.

**How this relates to your lossy-cavity result**

Setting $\dot c_c=0$ gives $c_c=-2igc_e/\kappa$ and hence $\dot c_e=-(\gamma/2+2g^2/\kappa)c_e$. The population decays at $\gamma+\kappa'$, with $\kappa'=4g^2/\kappa$, and the cavity's share is

$$\frac{\kappa'}{\kappa'+\gamma}=\frac{C}{1+C}.$$

That is the first factor. The elimination requires $\kappa\gg g,\gamma$, but the yield it predicts is good more widely: it exceeds the true $P$ by the factor $1+\gamma/\kappa$, whatever $g$ is. So $\kappa\gg\gamma$ is enough for the yield, even when the excitation oscillates and the simple decay rate is wrong.

The second factor is the opposite limit. Since $R(A-B)=P\le1$, letting $g$ and thus $R$ grow forces $A-B\to0$. The excitation then spends equal times in emitter and cavity, and the two losses compete as $\kappa$ to $\gamma$. Increasing $g$ further cannot lift $P$ above $\kappa/(\kappa+\gamma)$.

It is tempting to read the product as "probability of entering the cavity, times probability of getting out". That reading fails in general. If $g\ll\kappa$, for example, a photon already in the cavity almost surely leaves through the mirror, because it hardly ever returns to the emitter. The second factor is nevertheless $\kappa/(\kappa+\gamma)$, which can be well below 1.

**Which mirror is best?**

Written with $\kappa'$, the result is symmetric:

$$P=\frac{\kappa'}{\kappa'+\gamma}\,\frac{\kappa}{\kappa+\gamma},\qquad \kappa\kappa'=4g^2 .$$

Replacing $\kappa$ by $4g^2/\kappa$ merely exchanges the factors. The numerator is $4g^2$, and the denominator is $4g^2+\gamma^2+\gamma(\kappa+4g^2/\kappa)$. At fixed $g$ and $\gamma$, $P$ is therefore largest where $\kappa+4g^2/\kappa$ is smallest. Because

$$\kappa+\frac{4g^2}{\kappa}=4g+\left(\sqrt\kappa-\frac{2g}{\sqrt\kappa}\right)^2,$$

this happens at $\kappa=2g$, where

$$P_{\max}=\left(\frac{2g}{2g+\gamma}\right)^2 .$$

A mirror that is too good keeps the photon in reach of the emitter, which can lose it sideways. One that is too poor weakens the transfer out of the emitter.

**Numbers**

Take the round values $g=5\times10^9\ \mathrm{s^{-1}}$ and $\gamma=2\times10^9\ \mathrm{s^{-1}}$, with three different mirrors. For $\kappa=1\times10^{10}\ \mathrm{s^{-1}}=2g$,

$$C=\frac{4(5\times10^9)^2}{(1\times10^{10})(2\times10^9)}=5,\qquad
P=\frac56\cdot\frac{10}{12}=0.694 .$$

The dwell times follow from $A=(1-P)/\gamma$ and $B=P/\kappa$:

| $\kappa$ ($10^9\ \mathrm{s^{-1}}$) | $C$ | $\frac{C}{1+C}$ | $\frac{\kappa}{\kappa+\gamma}$ | $P$ | $A$ (ps) | $B$ (ps) |
|---|---|---|---|---|---|---|
| 2.5 | 20 | 0.952 | 0.556 | 0.529 | 235 | 212 |
| 10 | 5 | 0.833 | 0.833 | 0.694 | 153 | 69.4 |
| 40 | 1.25 | 0.556 | 0.952 | 0.529 | 235 | 13.2 |

The first and last mirrors are partners, since $4g^2/(2.5\times10^9\ \mathrm{s^{-1}})=4\times10^{10}\ \mathrm{s^{-1}}$. Their yields agree although $C$ differs by a factor of 16. For the first mirror, $C/(1+C)$ alone would have promised 0.952 instead of 0.529.

Their dynamics differ. Inserting $e^{\lambda t}$ into the amplitude equations gives $(\lambda+\gamma/2)(\lambda+\kappa/2)+g^2=0$, so

$$\lambda=-\frac{\kappa+\gamma}{4}\pm\sqrt{\frac{(\kappa-\gamma)^2}{16}-g^2}.$$

For the first mirror $\lambda=(-1.125\pm4.998i)\times10^9\ \mathrm{s^{-1}}$, a damped oscillation. For the last, $\lambda=-2.42\times10^9$ and $-1.86\times10^{10}\ \mathrm{s^{-1}}$, with no oscillation. These are the two kinds of roots that made your direct integration awkward, with a double root at $g=|\kappa-\gamma|/4$ between them; the integrated equations do not distinguish these cases.

**When the formula has to be changed**

*Absorption in the cavity.* If only a part $\kappa_m$ of $\kappa$ is transmission through the mirror, the useful flux is $\kappa_m|c_c|^2$, and $P$ is multiplied by $\kappa_m/\kappa$. The best mirror is then no longer $\kappa=2g$. With a fixed absorption rate $\kappa_a=\kappa-\kappa_m$, the yield is proportional to $\kappa_m/[(\kappa_m+\kappa_a+\gamma)(\kappa_m+\kappa_a+4g^2/\gamma)]$, which is largest at $\kappa_m=\sqrt{(\kappa_a+\gamma)(\kappa_a+4g^2/\gamma)}$. For the $g$ and $\gamma$ above and $\kappa_a=2\times10^9\ \mathrm{s^{-1}}$ this is $1.44\times10^{10}\ \mathrm{s^{-1}}$.

*Detuning and pure dephasing.* Let the emitter frequency lie $\Delta$ above that of the cavity. This adds $-i\Delta c_e$ to $\dot c_e$ and hence $+i\Delta z$ to $\dot z$. Let rapid random shifts of the emitter frequency also damp the averaged coherence at an extra rate $\gamma_\phi$. This adds $-\gamma_\phi z$, where $z$ and the populations are now averages. The two population equations keep their form, and so does the formula for $P$ in terms of $R$. With $\Gamma=\kappa+\gamma+2\gamma_\phi$, integrating $\dot z$ gives

$$\int_0^\infty z\,dt=\frac{-ig(A-B)}{\Gamma/2-i\Delta},\qquad
R=2g^2\,\mathrm{Re}\,\frac{1}{\Gamma/2-i\Delta}=\frac{g^2\,\Gamma}{\Gamma^2/4+\Delta^2}.$$

Since $P=\kappa/(\kappa+\gamma+\kappa\gamma/R)$, anything that lowers $R$ at fixed $\kappa$ and $\gamma$ lowers the yield. Detuning does so, and on resonance dephasing does too, because there $R=4g^2/\Gamma$. For the middle mirror, $\Delta=1\times10^{10}\ \mathrm{s^{-1}}$ without dephasing reduces $P$ from 0.694 to 0.475. On resonance, $\gamma_\phi=1\times10^{10}\ \mathrm{s^{-1}}$ reduces it to 0.543. Off resonance $R$ is largest at $\Gamma=2|\Delta|$, so some dephasing can help: at $\Delta=1\times10^{10}\ \mathrm{s^{-1}}$, $\gamma_\phi=4\times10^{9}\ \mathrm{s^{-1}}$ raises $P$ from 0.475 to 0.500. Detuning also moves the best mirror away from $\kappa=2g$; for this $\Delta$ without dephasing it lies at $\kappa=2.08\times10^{10}\ \mathrm{s^{-1}}$.

*Structured surroundings.* The derivation assumed outside modes that start empty, couple equally at all relevant frequencies and never return the photon. An environment whose bandwidth is comparable with $g$, $\kappa$ or $\gamma$, or a reflector that returns the light after a delay comparable with the inverse rates or longer, breaks the simple decay terms, and the formula with them. A reflector so close that the delay is negligible only changes the decay rate and shifts the frequency; the formula then holds with the changed values.

Numbers in the example were calculated in double precision.
